# Exactness of an N-point Brillouin-zone grid and walks that wind the supercell

Take a chain with lattice constant $a$, one orbital per site, on-site energy $\varepsilon_0$ and real hopping $t>0$ between nearest neighbours only. Its band is $E(\theta)=\varepsilon_0-2t\cos\theta$ with $\theta=ka$. Compare the zone average of a function with its average over $N$ equally spaced points carrying a twist $\varphi$:

$$\langle f\rangle=\frac{1}{2\pi}\int_{-\pi}^{\pi}f(\theta)\,d\theta,\qquad \langle f\rangle_N=\frac1N\sum_{j=0}^{N-1}f(\theta_j),\qquad \theta_j=\frac{2\pi j+\varphi}{N}.$$

For every integer $m$,

$$\langle e^{im\theta}\rangle_N=\begin{cases}e^{ip\varphi}, & m=pN \text{ with } p \text{ an integer},\\ 0, & \text{otherwise},\end{cases}\tag{1}$$

so every trigonometric polynomial of degree below $N$ is averaged exactly. For the moments $\mu_n=\langle(E-\varepsilon_0)^n\rangle$ and $\mu_n^{(N)}=\langle(E-\varepsilon_0)^n\rangle_N$ the error is

$$\mu_n^{(N)}-\mu_n=2(-t)^n\sum_{p\ge1}W_n(pN)\cos p\varphi,\tag{2}$$

where $W_n(m)$ is the number of $n$-step walks on the chain with net displacement $m$ sites. The error vanishes for $n<N$ and equals $2(-t)^N\cos\varphi$ at $n=N$, from the two straight walks that run once round the $N$-site supercell. Order $N$ is the first order to fail provided $\cos\varphi\neq0$. A Monkhorst-Pack grid has $\cos\varphi=+1$ for odd $N$ and $-1$ for even $N$, so on the chain it always fails first at order $N$. When $\cos\varphi=0$ the first failure is at order $2N$.

## Model and grids

The algebra is in atomic units, with $t$ and $\varepsilon_0$ in hartree and $a$ in bohr. The angle $\theta$ is dimensionless and $\mu_n$ is a pure number times $t^n$, so the formulas hold unchanged in eV and ångström.

The orbitals are orthonormal, and the Hamiltonian acts on the amplitudes $\psi_l$ at sites $l$ as

$$(H\psi)_l=\varepsilon_0\psi_l-t(\psi_{l+1}+\psi_{l-1}).$$

For $\psi_l=e^{i\theta l}$ the neighbours are $\psi_{l\pm1}=e^{\pm i\theta}\psi_l$, so $H\psi=[\varepsilon_0-t(e^{i\theta}+e^{-i\theta})]\psi=E(\theta)\psi$. The states are uniform in $\theta$, so $\mu_n$ is the $n$th moment about $\varepsilon_0$ of the density of states per site and spin.

The Monkhorst-Pack points are $\theta_r=\pi(2r-N-1)/N$ for $r=1,\dots,N$, spaced by $2\pi/N$ and placed symmetrically about $\theta=0$. Two sets of $N$ points with spacing $2\pi/N$ coincide modulo $2\pi$ when they share the value of $N\theta$ modulo $2\pi$. For the twisted grid $N\theta_j=2\pi j+\varphi\equiv\varphi$. For the Monkhorst-Pack grid $N\theta_r=2\pi r-\pi(N+1)\equiv\pi(N+1)$, where the sign was changed by adding $2\pi(N+1)$. Hence $\varphi=0$ for odd $N$, and the grid contains the zone centre $\Gamma$, while $\varphi=\pi$ for even $N$, and the grid avoids it. The $\Gamma$-centred grid is the case $\varphi=0$ for any $N$.

## First derivation: aliasing of Fourier components

The zone average of one harmonic follows by direct integration. For $m=0$ the integrand is 1. For $m\ne0$ the integral is $(e^{im\pi}-e^{-im\pi})/(2\pi i m)=\sin(m\pi)/(m\pi)=0$. Thus $\langle e^{im\theta}\rangle=\delta_{m0}$.

The grid average is a geometric sum:

$$\langle e^{im\theta}\rangle_N=\frac{e^{im\varphi/N}}{N}\sum_{j=0}^{N-1}q^{\,j},\qquad q=e^{2\pi i m/N}.$$

If $m$ is not a multiple of $N$, then $q\neq1$ and the sum is $(1-q^N)/(1-q)$, which vanishes because $q^N=e^{2\pi i m}=1$. If $m=pN$, then $q=1$, the sum is $N$, and the prefactor is $e^{ipN\varphi/N}=e^{ip\varphi}$. This is (1).

Let $f(\theta)=\sum_{m=-D}^{D}c_me^{im\theta}$ be a trigonometric polynomial of degree $D$. Both averages are linear. The zone average keeps $c_0$ alone and the grid average keeps every $c_{pN}$ with its phase, so

$$\langle f\rangle_N-\langle f\rangle=\sum_{p\ne0}c_{pN}\,e^{ip\varphi}.\tag{3}$$

For $D<N$ no coefficient $c_{pN}$ with $p\neq0$ exists and the grid is exact. The bound cannot be raised for general $f$, since $f=e^{iN\theta}$ has zone average 0 and grid average $e^{i\varphi}$. This harmonic takes the same value at every grid point, so the grid cannot tell it from a constant.

The binomial theorem turns the power of the band into such a polynomial:

$$(E-\varepsilon_0)^n=(-t)^n\,(e^{i\theta}+e^{-i\theta})^n=(-t)^n\sum_{s=0}^{n}\binom ns e^{is\theta}e^{-i(n-s)\theta}.$$

The term $s$ has harmonic $m=2s-n$, that is $s=(n+m)/2$. The coefficients are $c_m=(-t)^nW_n(m)$ with

$$W_n(m)=\binom{n}{(n+m)/2}\ \text{ if } |m|\le n \text{ and } n-m \text{ is even},\qquad W_n(m)=0\ \text{ otherwise}.\tag{4}$$

At this point $W_n(m)$ is only a name for a binomial coefficient. The exact moment is $\mu_n=c_0=(-t)^nW_n(0)$, which is $\binom{n}{n/2}t^n$ for even $n$ and zero for odd $n$. The symmetry $\binom ns=\binom n{n-s}$ gives $W_n(-m)=W_n(m)$. Inserting the coefficients in (3) and pairing $p$ with $-p$ through $e^{ip\varphi}+e^{-ip\varphi}=2\cos p\varphi$ gives (2).

For $n<N$ every $pN$ with $p\ge1$ exceeds $n$, so all terms of (2) vanish. For $n=N$ only $p=1$ survives, with $W_N(N)=\binom NN=1$, and the error is $2(-t)^N\cos\varphi$.

## Second derivation: traces on a twisted ring

Build a finite system of $N$ sites $l=0,\dots,N-1$. A state is a list of $N$ amplitudes, extended to all integers by the rule $\psi_{l+N}=e^{i\varphi}\psi_l$. Define the shift $(T\psi)_l=\psi_{l+1}$. It maps a sequence obeying the rule to another that obeys it, and it has the inverse $(T^{-1}\psi)_l=\psi_{l-1}$, so it is an invertible $N\times N$ matrix. The Hamiltonian restricted to these sequences is

$$H_N=\varepsilon_0-t\,(T+T^{-1}).$$

As a matrix it is a ring with hopping $-t$, whose closing bond carries $-te^{i\varphi}$ one way and $-te^{-i\varphi}$ the other. For $N=1$ and $N=2$ the contributions of $T$ and $T^{-1}$ fall on the same matrix elements and add.

The wave $\psi_l=e^{i\theta l}$ obeys the rule when $e^{iN\theta}=e^{i\varphi}$, which is the condition $\theta=\theta_j$. It satisfies $T\psi=e^{i\theta_j}\psi$. The $N$ eigenvalues $e^{i\theta_j}$ are distinct, because two angles differ by $2\pi(j-j')/N$, which is not a multiple of $2\pi$ for $0<|j-j'|<N$. Eigenvectors with distinct eigenvalues are linearly independent, so these $N$ waves form a basis. In that basis $T$ and $H_N$ are diagonal, and a trace does not depend on the basis, so

$$\frac1N\operatorname{Tr}T^m=\langle e^{im\theta}\rangle_N,\qquad \frac1N\operatorname{Tr}(H_N-\varepsilon_0)^n=\mu_n^{(N)}.$$

A grid average is a trace over the ring, and the trace can be taken in the site basis instead. Let $e^{(l)}$ be the state with amplitude 1 on site $l$ and 0 on the other $N-1$ sites. Its extension is $e^{ip\varphi}$ at the integers $l+pN$ and zero elsewhere. The diagonal element of $T^m$ is $(T^me^{(l)})_l=e^{(l)}_{l+m}$, which is $e^{ip\varphi}$ if $m=pN$ and zero otherwise, for each of the $N$ sites. Summing over $l$ and dividing by $N$ gives (1) with no geometric series: a shift has a diagonal element only if it brings every site back to itself.

Multiply out the $n$ factors of $(T+T^{-1})^n$, choosing $T^{s_i}$ with $s_i=\pm1$ from the $i$th factor:

$$(H_N-\varepsilon_0)^n=(-t)^n\sum_{s_1,\dots,s_n=\pm1}T^{\,s_1+\dots+s_n}.$$

Each sequence of signs is a walk of $n$ steps, each step one site right or left, with displacement $m=s_1+\dots+s_n$. The trace keeps the walks with $m=pN$ and weights them by $e^{ip\varphi}$. On the ring these are the closed walks, and $p$ is the net number of times the walk goes round. Therefore

$$\mu_n^{(N)}=(-t)^n\sum_{p}W_n(pN)\,e^{ip\varphi},\tag{5}$$

with $W_n(m)$ now defined as the number of walks. A walk with $s$ right steps has $m=s-(n-s)$ and there are $\binom ns$ ways to place those steps, which agrees with (4).

The exact moment needs the same treatment on the infinite chain. The state localized at the origin is $\delta_{l0}=\frac1{2\pi}\int e^{i\theta l}d\theta$, by the integral of one harmonic evaluated above. Applying $(H-\varepsilon_0)^n$ multiplies each wave by $(E(\theta)-\varepsilon_0)^n$, and reading the amplitude at $l=0$ gives $\langle0|(H-\varepsilon_0)^n|0\rangle=\mu_n$. On the infinite chain $T^m$ has a diagonal element only for $m=0$, so the same expansion gives $\mu_n=(-t)^nW_n(0)$. This is the $p=0$ term of (5). The grid error is the sum over walks that close on the ring but not on the chain. Reversing every step maps walks with winding $p$ one to one onto walks with winding $-p$, and the paired phases give (2).

A step moves one site, so a walk of displacement $\pm N$ or more needs at least $N$ steps. With exactly $N$ steps all must point the same way, which leaves two walks, each of weight $(-t)^N$, with phases $e^{\pm i\varphi}$. Their sum is $2(-t)^N\cos\varphi$.

## What each derivation assumes

Both rest on equal spacing $2\pi/N$ and equal weights $1/N$. The first uses them to make the sum geometric. The second uses them to make the grid the full spectrum of a shift with $T^N=e^{i\varphi}$ and the average a trace.

The first derivation assumes nothing about where the integrand comes from. Equation (3) holds for any trigonometric polynomial, and term by term for any continuous periodic function with an absolutely convergent Fourier series. The model enters once, in the fact that $E$ has degree 1 and so $E^n$ has degree $n$. This derivation gives the error as Fourier coefficients and does not say what they count.

The second derivation assumes that the integrand is a polynomial in a translation-invariant lattice operator of finite range, written in an orthonormal site basis. It identifies the grid calculation with an exact calculation on an $N$-site supercell with boundary phase $e^{i\varphi}$: periodic for $\Gamma$-centred and odd Monkhorst-Pack grids, antiperiodic for even ones. Nearest-neighbour hopping enters as the step length, and real hopping as the equal weight of a walk and its reverse. It shows that no order below the length of the shortest walk to a periodic image can fail, and that this order does fail unless the contributions of those shortest walks, each the product of its hoppings times its twist phase, sum to zero (with a single hopping $t$ all these walks have equal weight, and only their phases can cancel), but it offers no finite count for an integrand that is not a polynomial in $H$.

The numerical check tests, for $N=1,\dots,8$ and four twists, (1) by direct summation over the grid and (3) and (2) against Gauss-Legendre quadrature of the zone integral, and tests the grid moments against ring traces and enumerated walks.

## Consequences and limits on the chain

**Moments about another origin.** Writing $E=\varepsilon_0+(E-\varepsilon_0)$ gives $\langle E^n\rangle=\sum_{l=0}^n\binom nl\varepsilon_0^{\,n-l}\mu_l$, and the same identity holds on the grid. The error of $\langle E^n\rangle$ is the same combination of the errors of $\mu_l$ with $l\le n$. It vanishes below the first failing order, and at that order only $l=n$ contributes, with coefficient 1.

**Parity of $N$.** For even $N$ the order-$N$ error relative to the exact moment is $2\cos\varphi/\binom{N}{N/2}$, negative for Monkhorst-Pack and positive for the $\Gamma$-centred grid. For odd $N$ the exact $\mu_N$ is zero, because a walk returning to its start on the chain has as many right steps as left steps and so an even length. An odd ring has closed walks of odd length, and the Monkhorst-Pack grid gives a spurious moment $-2t^N$.

**The quarter twist.** For $\varphi=\pi/2$, $\cos p\varphi=0$ for all odd $p$, at every order. The first surviving term is $p=2$, which needs $n\ge2N$; there $W_{2N}(2N)=1$, $\cos\pi=-1$ and the error is $-2t^{2N}$. The points are $\theta_j=\pi(4j+1)/(2N)$. Their mirror images are $-\theta_j=\pi[4(-j-1)+3]/(2N)$, so points and images together fill all odd multiples of $\pi/(2N)$, which is the $2N$-point Monkhorst-Pack grid. Because $E(-\theta)=E(\theta)$, the quarter-twist grid samples the energies of that finer grid once each instead of twice. The gain is assured for even integrands, where $c_N=c_{-N}$ makes the $p=\pm1$ terms of (3) cancel, but not for general ones: $e^{iN\theta}$ still averages to $i$.

**Complex hopping.** A phase on the hopping turns the band into $\varepsilon_0-2t\cos(\theta+\alpha)$. The angles $\theta_j+\alpha=(2\pi j+\varphi+N\alpha)/N$ form a grid with twist $\varphi+N\alpha$, which replaces $\varphi$ in (2).

**Longer hops.** With a second-neighbour term $-2t_2\cos2\theta$ the band has degree 2 and its $n$th power degree $2n$, so exactness is assured only for $2n<N$. For even $N$ and $n=N/2$ the harmonic $e^{\pm iN\theta}$ arises only from $n$ double steps in one direction, and the error is $2(-t_2)^{N/2}\cos\varphi$. For odd $N\geq3$ and $n=(N+1)/2$ the displacement $N=2n-1$ needs $n-1$ double steps and one single step, in any of $n$ positions, and the error is $2n(-t)(-t_2)^{n-1}\cos\varphi$. For $N\ge2$ and $t_2\ne0$ the first failure is therefore at order $\lceil N/2\rceil$ when $\cos\varphi\ne0$; the program tests this order for $N=3,\dots,8$.

**Integrands with a kink.** The band energy per site and spin at half filling, measured from $\varepsilon_0$, is the average of $f=\min(E-\varepsilon_0,0)$, equal to $-2t\cos\theta$ for $|\theta|<\pi/2$ and zero outside. Since $f$ is even, $c_m=-\frac{t}{\pi}\int_{-\pi/2}^{\pi/2}\cos\theta\cos m\theta\,d\theta$. With $\cos\theta\cos m\theta=\frac12[\cos(m+1)\theta+\cos(m-1)\theta]$ and even $m$ the integral is

$$\frac{\sin\frac{(m+1)\pi}2}{m+1}+\frac{\sin\frac{(m-1)\pi}2}{m-1}=(-1)^{m/2}\Big[\frac1{m+1}-\frac1{m-1}\Big]=-\frac{2(-1)^{m/2}}{m^2-1},$$

so $c_m=\frac{2t}{\pi}\frac{(-1)^{m/2}}{m^2-1}$. The average is $c_0=-2t/\pi$. The coefficients are nonzero for every even $m$, so $f$ has no finite degree and no $N$ carries a guarantee of exactness.

## Worked example

The model parameters are round numbers: $t=1.5$ eV, $a=2.5$ Å, $\varepsilon_0=0$, so the zone edge is at $\pi/a=1.2566$ Å$^{-1}$. For $N=6$ the Monkhorst-Pack angles are $\pm\pi/6$, $\pm\pi/2$, $\pm5\pi/6$, or $k=\pm0.2094$, $\pm0.6283$, $\pm1.0472$ Å$^{-1}$, with energies $-2.5981$, $0$, $+2.5981$ eV, each twice. Four points have $E^2=4t^2\cos^2(\pi/6)=3t^2$ and two have $E=0$. The $\Gamma$-centred grid has energies $\pm3$ eV $=\pm2t$ once each and $\pm1.5$ eV $=\pm t$ twice each. Both sets are symmetric about zero, so odd moments vanish. For even $n$,

$$\mu_n^{\rm MP}=\frac{4\cdot3^{n/2}}{6}\,t^n,\qquad \mu_n^{\Gamma}=\frac{2\cdot2^n+4}{6}\,t^n .$$

At $n=2$ both prefactors are 2 and at $n=4$ both are 6, equal to the numbers of closed walks on the chain. At $n=6$ they are $4\cdot27/6=18$ and $(128+4)/6=22$ against $W_6(0)=20$, that is $20\mp2$ from the two winding walks. At $n=8$ they are $4\cdot81/6=54$ and $(512+4)/6=86$ against $W_8(0)=70$, that is $70\mp16$, since $W_8(\pm6)=8$: seven steps forward and one back, the back step in any of eight places. Multiplying by $t^n=2.25$, $5.0625$, $11.3906$, $25.6289$ eV$^n$ gives the moments in eV$^n$:

| $n$ | exact | Monkhorst-Pack | $\Gamma$-centred |
|---|---|---|---|
| 2 | 4.50 | 4.50 | 4.50 |
| 4 | 30.375 | 30.375 | 30.375 |
| 6 | 227.81 | 205.03 | 250.59 |
| 8 | 1794.02 | 1383.96 | 2204.09 |

The order-6 Monkhorst-Pack error is $-2\times11.3906=-22.78$ eV$^6$, which is $-2/20=-10\%$ of the exact sixth moment. With 1 hartree $=27.2114$ eV it is $-22.78/27.2114^6=-5.61\times10^{-8}$ hartree$^6$. The output shows $-22.7812$ and $+22.7813$ for the two grids; the magnitudes are equal, and $2\times1.5^6$ lies on a rounding tie at the fourth decimal. The order-8 error is $-16\times25.6289=-410.06$ eV$^8$.

For $N=5$ the energies are $-3$ eV once, $-0.9271$ eV twice and $+2.4271$ eV twice. The band bottom is sampled and the band top is not, and $\mu_5^{(5)}=-2\times7.5938=-15.19$ eV$^5$ where the exact value is zero.

For $N=6$ with the quarter twist the six energies $\pm2.8978$, $\pm2.1213$, $\pm0.7765$ eV are all different. The sixth moment is the exact $227.81$ eV$^6$, and the first failure is at order 12, with error $-2\times129.746=-259.49$ eV$^{12}$, a fraction $-2/924$ of the exact $924\,t^{12}\approx1.199\times10^{5}$ eV$^{12}$.

Adding $t_2=0.5$ eV on the six-point Monkhorst-Pack grid brings the failure down to order 3, with error $2(-0.5)^3(-1)=0.25$ eV$^3$.

The half-filled band energy is $-2\times1.5/\pi=-0.9549$ eV, and the six-point grid gives $2\times(-2.5981)/6=-0.8660$ eV, higher by $0.089$ eV. The sign follows from (3): each term $c_{6p}\cos p\pi$ carries $(-1)^{3p}(-1)^p=+1$.

## Three dimensions

For a Bravais lattice with primitive vectors $\mathbf a_i$, reciprocal vectors $\mathbf b_i$ with $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$, $\mathbf k=\sum_i\theta_i\mathbf b_i/2\pi$ and $\mathbf R=\sum_in_i\mathbf a_i$, one has $\mathbf k\cdot\mathbf R=\sum_in_i\theta_i$. The band is $E-\varepsilon_0=-t\sum_{\boldsymbol\delta}e^{i\mathbf k\cdot\boldsymbol\delta}$ over neighbour vectors, and multiplying out its $n$th power gives $(-t)^n\sum_{\mathbf R}W_n(\mathbf R)e^{i\mathbf k\cdot\mathbf R}$ with $W_n(\mathbf R)$ the number of $n$-step walks to $\mathbf R$. On a product grid with $N_i$ points and twist $\varphi_i$ along $\mathbf b_i$, the average of $e^{i\mathbf k\cdot\mathbf R}$ factorizes and (1) applies to each factor:

$$\mu_n^{\rm grid}-\mu_n=(-t)^n\sum_{\mathbf p\ne0}W_n\Big(\sum_ip_iN_i\mathbf a_i\Big)\,e^{i\sum_ip_i\varphi_i}.$$

If every neighbour vector has primitive coordinates in $\{-1,0,1\}$, a nonzero supercell vector needs at least $\min_iN_i$ steps, and all lower orders are exact.

On the simple cubic lattice a step changes one coordinate, so the target needs $\sum_i|p_i|N_i$ steps. At the minimal order $N$ only straight walks along axes with $N_i=N$ arrive, and the error is $2(-t)^N\sum\cos\varphi_i$ over those axes.

On the fcc lattice, in units of half the cube edge, take $\mathbf a_1=(0,1,1)$, $\mathbf a_2=(1,0,1)$, $\mathbf a_3=(1,1,0)$. The twelve neighbours are $\pm\mathbf a_i$ and $\pm(\mathbf a_i-\mathbf a_j)$. Let all $N_i=N$ and $n=N$. Some coordinate must reach $\pm N$, say $n_1=N$, so every step is $\mathbf a_1$, $\mathbf a_1-\mathbf a_2$ or $\mathbf a_1-\mathbf a_3$. Then $-n_2$ counts the steps of the second kind and must be a multiple of $N$, hence none or all, and likewise for the third kind. Only the twelve straight walks remain:

$$\mu_N^{\rm grid}-\mu_N=(-t)^N\Big[2\sum_i\cos\varphi_i+2\sum_{i<j}\cos(\varphi_i-\varphi_j)\Big].$$

The bracket is 12 when all twists vanish. For an even Monkhorst-Pack grid all $\varphi_i=\pi$ and it is $-6+6=0$, so order $N$ does not fail.

The cancellation extends further. A supercell vector $N(x,y,z)=N\sum_ip_i\mathbf a_i$ has $x=p_2+p_3$, $y=p_1+p_3$, $z=p_1+p_2$, so $x+y+z$ is even and the phase is $(-1)^{(x+y+z)/2}$. Permuting Cartesian axes or reversing one maps the neighbour set to itself, so vectors related in this way have equal walk counts at every order. Of the twelve vectors of type $(1,1,0)$, six have equal signs and phase $-1$, six have opposite signs and phase $+1$, and they cancel at every order. Any other nonzero vector with even sum has an entry of size at least 2, and since a step changes a Cartesian coordinate by at most 1 it needs at least $2N$ steps. A step also changes $|x|+|y|+|z|$ of the position by at most 2, so at order $2N$ the reachable new types are $(2,1,1)$, $(2,2,0)$ and $(2,0,0)$. Reversing the sign of an entry 1 changes the half-sum by one, so type $(2,1,1)$ cancels in pairs. The twelve vectors of type $(2,2,0)$ have half-sum $0$ or $\pm2$, phase $+1$, and one walk each, as every step must advance both large coordinates. The six vectors of type $(2,0,0)$ have half-sum $\pm1$ and phase $-1$. Every step must advance the large coordinate and move one of the other two by $\pm1$, with no net motion. For these four moves the sum and the difference of the two transverse coordinates each change by $\pm1$, in all four sign combinations, so the count is that of two independent closed chain walks, $\binom{2N}{N}^2$. The first error is

$$\mu_{2N}^{\rm grid}-\mu_{2N}=t^{2N}\Big[12-6\binom{2N}{N}^2\Big].$$

The program tests this for $N=2$ and $N=4$ against walks propagated in real space. For the $2\times2\times2$ grids with $t=1.5$ eV, the chain of exact moments comes from 12, 48 and 540 closed walks at $n=2,3,4$, giving $27$ eV$^2$, $-162$ eV$^3$ and $2733.75$ eV$^4$. The $\Gamma$-centred grid fails at order 2 by $12\times2.25=27$ eV$^2$, doubling the second moment to $54$ eV$^2$. The Monkhorst-Pack grid is exact through order 3, and at order 4 its error is $(12-6\times36)\times5.0625=-204\times5.0625=-1032.75$ eV$^4$, which leaves $1701$ eV$^4$.

## Table of computed values

```
model: t = 1.5 eV, a = 2.5 A, e0 = 0 eV, N = 6; pi/a = 1.2566 1/A
MP theta/pi: -0.8333 -0.5000 -0.1667 0.1667 0.5000 0.8333
MP k (1/A): -1.0472 -0.6283 -0.2094 0.2094 0.6283 1.0472
MP E (eV): 2.5981 0.0000 -2.5981 -2.5981 0.0000 2.5981
Gamma theta/pi: 0.0000 0.3333 0.6667 1.0000 1.3333 1.6667
Gamma k (1/A): 0.0000 0.4189 0.8378 1.2566 1.6755 2.0944
Gamma E (eV): -3.0000 -1.5000 1.5000 3.0000 1.5000 -1.5000
moments, N = 6: n, exact, MP, Gamma-centred (eV^n)
1 0.0000 0.0000 0.0000
2 4.5000 4.5000 4.5000
3 0.0000 0.0000 0.0000
4 30.3750 30.3750 30.3750
5 0.0000 0.0000 0.0000
6 227.8125 205.0313 250.5938
7 0.0000 0.0000 0.0000
8 1794.0234 1383.9609 2204.0859
n = 2: t^n = 2.2500 eV^2; walks to 0, +6, -6: 2 0 0
n = 4: t^n = 5.0625 eV^4; walks to 0, +6, -6: 6 0 0
n = 6: t^n = 11.3906 eV^6; walks to 0, +6, -6: 20 1 1
n = 8: t^n = 25.6289 eV^8; walks to 0, +6, -6: 70 8 8
order-6 error MP = -22.7812 eV^6, Gamma = 22.7813 eV^6
1 hartree = 27.2114 eV; order-6 error MP = -5.6114e-08 hartree^6
relative order-6 error MP = -0.1000
order-8 error MP = -410.0625 eV^8
N = 5 MP E (eV): 2.4271 -0.9271 -3.0000 -0.9271 2.4271
N = 5 MP: t^5 = 7.5938 eV^5, mu_5 grid = -15.1875 eV^5, exact = 0.0000 eV^5
quarter twist E (eV): -2.8978 -0.7765 2.1213 2.8978 0.7765 -2.1213
quarter twist: mu_6 = 227.8125 eV^6, first failing order = 12
order 12: walks to 0 = 924, t^12 = 129.746 eV^12, exact = 119885.62 eV^12
order 12 quarter-twist error = -259.493 eV^12
with t2 = 0.5 eV, N = 6 MP: first failing order = 3 , error = 0.2500 eV^3
<min(E,0)> per site and spin: exact = -0.9549 eV, N = 6 MP = -0.8660 eV
fcc 2x2x2: n, closed walks, exact, MP, Gamma-centred (eV^n)
1 0 0.0000 0.0000 0.0000
2 12 27.0000 27.0000 54.0000
3 48 -162.0000 -162.0000 -648.0000
4 540 2733.7500 1701.0000 13608.0000
fcc order-4 walks to (4,0,0), (4,4,0): 36 1
fcc 2x2x2 MP order-4 error = -1032.7500 eV^4 = -204.00 t^4
fcc 2x2x2 Gamma order-2 error = 27.0000 eV^2 = 12.00 t^2
```
